# Path length and projected range for m = 1/2 scattering

## Result

An ion of mass $M_1$ is stopped by elastic collisions with atoms of mass $M_2$. For power-law scattering with $m=1/2$, its mean path length $R$ and mean projected range $R_p$ satisfy

$$\frac{R}{R_p}=1+\frac{\mu}{3}+O(\mu^3),\qquad \mu=\frac{M_2}{M_1}\ll 1 .$$

The path length is measured along the track. The projected range is the displacement from start to end, projected on the initial direction. Both are averaged over many ions, so the result is a ratio of means.

The coefficient $1/3$ depends on a term quadratic in the energy transfer in the cosine of the deflection angle. Dropping that term would give $1/2$ instead.

## Model and scaling

The target is random, infinite and has $N$ atoms per unit volume. The ion has kinetic energy $E$ and loses $T$ in a collision with an atom at rest. Electronic energy loss and binding of the target atoms are neglected. The cross section is

$$d\sigma=C\,E^{-m}T^{-1-m}\,dT,\qquad m=\tfrac12,\qquad 0<T<\gamma E,$$

where $\gamma$ is the largest fraction of the energy that one collision can transfer. With $t=T/E$ and $dT=E\,dt$,

$$d\sigma=C\,E^{-1/2}(tE)^{-3/2}E\,dt=\frac{C}{E}\,t^{-3/2}\,dt .$$

The stopping power, the mean energy loss per unit path, is

$$S=N\int T\,d\sigma=NC\int_0^\gamma t^{-1/2}dt=2NC\sqrt\gamma .$$

It does not depend on energy. The total cross section diverges at $t\to0$, but these soft collisions carry little energy. One may cut them off at a small $t_0$, form the averages below, and let $t_0\to0$; the integrals converge.

The distribution of the fraction $t$ does not depend on $E$, and the collision rate per unit path is proportional to $1/E$. If lengths are measured in units of $E/(NC)$, an ion therefore has the same statistical history whatever its starting energy. Hence

$$R(E)=AE,\qquad R_p(E)=BE,$$

with constants $A$ and $B$ to be found.

## Transport equations

Let the ion travel a first short path $\delta$. It either collides there or goes on unchanged:

$$R(E)=\delta+N\delta\int d\sigma\,R(E-T)+\Big(1-N\delta\int d\sigma\Big)R(E).$$

Cancelling $R(E)$ and dividing by $\delta$ gives

$$N\int d\sigma\,[R(E)-R(E-T)]=1 .$$

Inserting $R=AE$ gives $A\,N\int T\,d\sigma=AS=1$, so $R=E/S$.

For the projected range, let a collision turn the ion through the laboratory angle $\phi$. The remaining motion is symmetric about the new direction, so the mean remaining displacement is a vector of length $R_p(E-T)$ along it. Its component along the old direction is $\cos\phi\,R_p(E-T)$. The same balance gives

$$N\int d\sigma\,[R_p(E)-\cos\phi\,R_p(E-T)]=1 .$$

With $R_p=BE$ this becomes

$$B\,NC\int_0^\gamma t^{-3/2}\,[1-(1-t)\cos\phi]\,dt=1 .$$

Since $A\,NC\int_0^\gamma t^{-1/2}dt=1$, division yields

$$\frac{R}{R_p}=\frac AB=\frac{\int_0^\gamma t^{-3/2}[1-(1-t)\cos\phi]\,dt}{\int_0^\gamma t^{-1/2}\,dt}.$$

The bracket splits as $1-(1-t)\cos\phi=t+(1-t)(1-\cos\phi)$. The first part reproduces the denominator, so

$$\frac{R}{R_p}=1+\frac{\int_0^\gamma t^{-3/2}(1-t)(1-\cos\phi)\,dt}{\int_0^\gamma t^{-1/2}\,dt}.\tag{1}$$

The excess over one comes from deflection alone.

## The deflection cosine

Let $p$ and $p'$ be the ion momenta before and after the collision, and $p_2$ the recoil momentum. Momentum conservation gives

$$p^2+p'^2-2pp'\cos\phi=p_2^2 .$$

Here $p^2=2M_1E$, $p'^2=2M_1E(1-t)$ and $p_2^2=2M_2Et$. Dividing by $2M_1E$,

$$2-t-2\sqrt{1-t}\,\cos\phi=\mu t .$$

Therefore

$$\cos\phi=\frac{1-at}{\sqrt{1-t}},\qquad a=\frac{1+\mu}{2}.\tag{2}$$

The condition $\cos^2\phi\le1$ fixes the largest transfer. It requires $(1-at)^2\le1-t$, or $a^2t\le2a-1=\mu$, so

$$\gamma=\frac{\mu}{a^2}=\frac{4\mu}{(1+\mu)^2}=\frac{4M_1M_2}{(M_1+M_2)^2}.$$

For small $\mu$, $\gamma=4\mu+O(\mu^2)$. Thus $t$ is at most of order $\mu$, which decides which terms must be kept. Expanding (2),

$$\cos\phi=(1-at)\Big(1+\frac t2+\frac{3t^2}{8}+\dots\Big).$$

The coefficient of $t$ is $\frac12-a=-\frac\mu2$. The coefficient of $t^2$ is $\frac38-\frac a2=\frac18-\frac\mu4$. Since $\mu t^2$ and $t^3$ are of third order,

$$\cos\phi=1-\frac{\mu t}{2}+\frac{t^2}{8}+O(\mu^3).\tag{3}$$

The term linear in $t$ has the small coefficient $\mu/2$, whereas the quadratic term has the plain number $1/8$. Both are therefore of order $\mu^2$.

The physical content is clearer in terms of the angle. With $1-\cos\phi\simeq\phi^2/2$,

$$\phi^2\simeq\mu t-\frac{t^2}{4}=\frac{t\,(4\mu-t)}{4}.$$

The deflection vanishes for a grazing collision, $t=0$, and for a head-on collision, $t=4\mu$, after which a heavy ion continues straight ahead. The linear term alone would give $\phi\simeq2\mu$ for the head-on collision, which is wrong. At leading order the largest deflection is $\phi=\mu$, at $t=2\mu$.

Without approximation, setting the derivative of (2) to zero gives $2a(1-t)=1-at$, so $t=\mu/a=2\mu/(1+\mu)$. There $\cos\phi=\sqrt{1-\mu^2}$, so the largest deflection obeys $\sin\phi=\mu$ for $\mu<1$.

## The small-mass-ratio limit

In (1), $1-\cos\phi$ is already of second order, so the factor $1-t$ may be replaced by one at leading order. With (3),

$$\frac{R}{R_p}-1\simeq\frac{\int_0^\gamma t^{-3/2}\left(\frac{\mu t}{2}-\frac{t^2}{8}\right)dt}{\int_0^\gamma t^{-1/2}\,dt}
=\frac\mu2-\frac18\,\frac{\int_0^\gamma t^{1/2}dt}{\int_0^\gamma t^{-1/2}dt}.$$

The two integrals are $\frac23\gamma^{3/2}$ and $2\gamma^{1/2}$, and their ratio is $\gamma/3\simeq4\mu/3$. Hence

$$\frac{R}{R_p}-1\simeq\frac\mu2-\frac{\mu}{6}=\frac\mu3 .$$

The quadratic term removes one third of the excess given by the linear term. A numerical integration at $\mu=0.001$, with the angles obtained by adding velocities in the centre-of-mass frame, gives $(R/R_p-1)/\mu=0.33333$. With the cosine cut after its linear term it gives $0.49933$, close to $1/2$.

## How large may the mass ratio be?

The integral can be done in closed form for $\mu\le1$. From (2), $(1-t)\cos\phi=(1-at)\sqrt{1-t}$, so

$$\frac{R}{R_p}=\frac{J_1+aJ_2}{2\sqrt\gamma},$$

$$J_1=\int_0^\gamma t^{-3/2}\big(1-\sqrt{1-t}\big)dt,\qquad J_2=\int_0^\gamma t^{-1/2}\sqrt{1-t}\,dt .$$

Put $t=\sin^2u$, with upper limit $U$. Then

$$\sin U=\sqrt\gamma=\frac{2\sqrt\mu}{1+\mu},\qquad \cos U=\sqrt{1-\gamma}=\frac{1-\mu}{1+\mu}.$$

It follows that $\tan(U/2)=(1-\cos U)/\sin U=\sqrt\mu$, so $U=2\arctan\sqrt\mu$. Integrating $J_1$ by parts,

$$J_1=\Big[-\frac{2(1-\sqrt{1-t})}{\sqrt t}\Big]_0^\gamma+\int_0^\gamma\frac{dt}{\sqrt{t(1-t)}}=-2\sqrt\mu+2U .$$

The lower limit contributes nothing, because the bracket behaves as $-\sqrt t$ there. Next,

$$J_2=\int_0^U2\cos^2u\,du=U+\sin U\cos U .$$

Since $a\sin U\cos U=\sqrt\mu\,(1-\mu)/(1+\mu)$, the sum is

$$J_1+aJ_2=(5+\mu)\arctan\sqrt\mu-2\sqrt\mu+\sqrt\mu\,\frac{1-\mu}{1+\mu}.$$

Dividing by $2\sqrt\gamma=4\sqrt\mu/(1+\mu)$,

$$\frac{R}{R_p}=\frac{(1+\mu)(5+\mu)}{4}\,\frac{\arctan\sqrt\mu}{\sqrt\mu}-\frac{1+3\mu}{4}.\tag{4}$$

To expand this, use

$$\frac{\arctan\sqrt\mu}{\sqrt\mu}=1-\frac\mu3+\frac{\mu^2}{5}-\frac{\mu^3}{7}+\dots$$

and multiply by $5+6\mu+\mu^2$. The coefficient of $\mu$ is $6-\frac53=\frac{13}{3}$. That of $\mu^2$ is $1-2+1=0$. That of $\mu^3$ is $-\frac57+\frac65-\frac13=\frac{16}{105}$. Therefore

$$\frac{R}{R_p}=1+\frac\mu3+\frac{4\mu^3}{105}+\dots$$

The second-order term cancels, and the third-order coefficient is small. This is why the simple rule remains useful at moderate $\mu$. At $\mu=0.5$ it gives 1.1667 against 1.1702 from (4). At $\mu=1$ it gives 1.3333 against 1.3562, which is 1.7% below the closed form. These errors concern the $m=1/2$ model itself, not the choice of scattering law.

## Another exponent

The coefficient depends on the scattering law. For $0<m<1$ the same substitution gives $d\sigma=CE^{-2m}t^{-1-m}dt$, so lengths scale as $E^{2m}$. The factor $1-t$ in the transport integral becomes $(1-t)^{2m}$, and the path-length integral contains $1-(1-t)^{2m}\simeq2mt$. At leading order in $\mu$,

$$\frac{R}{R_p}-1\simeq\frac1{2m}\left[\frac\mu2-\frac18\,\frac{\int_0^\gamma t^{1-m}dt}{\int_0^\gamma t^{-m}dt}\right]
=\frac1{2m}\left[\frac\mu2-\frac{\gamma}{8}\,\frac{1-m}{2-m}\right].$$

With $\gamma\simeq4\mu$ the bracket is $\frac\mu2\,\frac{1}{2-m}$, and

$$\frac{R}{R_p}\simeq1+\frac{\mu}{4m(2-m)} .$$

For $m=1/2$ the coefficient is $1/3$. For $m=1/3$, the form the Thomas-Fermi cross section takes at low energy, it is $9/20$. A smaller $m$ gives more relative weight to large transfers: collisions with $T>\gamma E/2$ carry the share $1-2^{-(1-m)}$ of the energy loss, 37% for $m=1/3$ against 29% for $m=1/2$. This shift lowers the bracket, from $\mu/3$ to $0.3\mu$, because collisions near head-on deflect little for the energy they take. The larger coefficient comes from the factor $1/(2m)$, which rises from 1 to $3/2$: with lengths scaling as $E^{2/3}$, more of the path is travelled at low energy, after many deflections.

## Example: antimony in silicon

Take antimony ions of 100 keV entering pre-amorphised silicon. The rough inputs are $M_1=121.8$ u, $M_2=28.1$ u and $N=50$ atoms/nm³, with atomic numbers $Z_1=51$ and $Z_2=14$. Then $\mu=0.2307$ and $\gamma=0.6093$, and the largest single deflection is $\arcsin\mu=13.3^\circ$.

The constant $C$ is fixed by a screened-Coulomb description. Let $k=e^2/(4\pi\epsilon_0)=1.4400$ eV nm. The Thomas-Fermi screening length is

$$a_s=\Big(\frac{9\pi^2}{128}\Big)^{1/3}\frac{a_0}{(Z_1^{2/3}+Z_2^{2/3})^{1/2}}=0.01059\ \text{nm},$$

where $a_0$ is the Bohr radius. The reduced energy is

$$\varepsilon=\frac{M_2}{M_1+M_2}\,\frac{a_sE}{Z_1Z_2k}=0.1931 .$$

In the scaled form of the cross section,

$$d\sigma=\pi a_s^2\,f(x)\,\frac{dx}{x^2},\qquad x=\varepsilon\sqrt{t/\gamma}.$$

A function $f\propto x^{1-2m}$ gives the power law with exponent $m$, so $m=1/2$ means constant $f$. I take the usual value $f=s=0.327$. Since $dx/x^2=\sqrt\gamma\,t^{-3/2}dt/(2\varepsilon)$, comparison with $d\sigma=(C/E)t^{-3/2}dt$ gives $C=\pi a_s^2s\sqrt\gamma\,E/(2\varepsilon)$. Then

$$S=2NC\sqrt\gamma=\frac{N\pi a_s^2s\gamma E}{\varepsilon}=4\pi N a_sZ_1Z_2k\,\frac{M_1}{M_1+M_2}\,s .$$

In numbers,

$$S=4\pi(50)(0.01059)(51)(14)(1.4400)\,\frac{121.8}{149.9}\,(0.327)\simeq1818\ \text{eV/nm},$$

with the lengths in nm and $k$ in eV nm. The mean path length is

$$R=\frac{100\,000\ \text{eV}}{1818\ \text{eV/nm}}=55.0\ \text{nm}.$$

The rule gives $R/R_p=1+0.2307/3=1.0769$, hence $R_p=55.0/1.0769=51.1$ nm. The closed form gives 1.0773 and, to this precision, the same $R_p$. The leading-order rule without the quadratic term, $1+\mu/2=1.1154$, would give $R_p=49.3$ nm. At this mass ratio that rule has sizeable second-order corrections: equation (1) with the cosine cut after its linear term gives $1+\frac\mu2(1-\gamma/3)=1.092$ and $R_p=50.4$ nm.

A simulation of 40,000 collision histories tests the transport equations without using them. Collisions transferring less than 0.1% of the largest possible energy were omitted. The ratio found was $1.0756\pm0.0003$ (one standard error), against 1.0761 from the integral with the same omission. This separates the result clearly from $1+\mu/2$. No simulated ion returned through the plane of its starting point, so the infinite-medium assumption does no visible harm here.

## What the model leaves out

The constant stopping power is an approximation. A fuller Thomas-Fermi description keeps the one-variable scaled form of the cross section, which is itself an approximation, and uses the fit

$$f(x)=1.309\,x^{1/3}\left[1+(2.618\,x^{4/3})^{2/3}\right]^{-3/2}.$$

Its reduced stopping, $\varepsilon^{-1}\int_0^\varepsilon f\,dx$, is 0.251 at 10 keV, 0.334 at 30 keV and 0.406 at 100 keV, instead of 0.327 throughout. At small $x$ it follows the $m=1/3$ law.

Electronic loss is modelled by the Lindhard-Scharff formula,

$$S_e=N\,Z_1^{1/6}\,\frac{8\pi k a_0Z_1Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,\frac{v}{v_0},$$

where $v$ is the ion speed and $v_0$ the Bohr speed. At 100 keV it gives 277 eV/nm, or 15% of the constant nuclear value. This loss is taken to be continuous and without deflection. It adds $S_e\,dR/dE$ and $S_e\,dR_p/dE$ to the left sides of the two transport equations.

Numerical solution of these equations, with the ion, target and initial energy held fixed, gives:

| Scattering and loss | $R$ (nm) | $R_p$ (nm) | $R/R_p$ |
|---|---:|---:|---:|
| $m=1/2$, closed form | 55.0 | 51.1 | 1.077 |
| Thomas-Fermi, nuclear | 54.1 | 49.2 | 1.099 |
| Thomas-Fermi + electronic | 49.7 | 45.5 | 1.093 |

The path length changes little in the second row, but the ratio rises. It lies between the leading-order values for $m=1/2$ and $m=1/3$, which are 1.077 and $1+0.45\mu\simeq1.104$. Adding electronic loss shortens both lengths and lowers the ratio slightly.

Compared with the last row, the simple model overestimates $R_p$ by about 12%, while its ratio is too low by about 1.5%. Most of the excess in $R_p$ comes from the neglected electronic loss. Against the nuclear-only row, the simple model gives a path length about 2% too long and a ratio about 2% too low. The last row is itself a model result, not a measurement, and the lengths depend on the screening function and on how the scattering is computed. Exact classical scattering in the Thomas-Fermi potential, in place of the scaled fit, gives a reduced stopping of 0.284, 0.347 and 0.380 at 10, 30 and 100 keV. It moves the second row to 53.2 nm, 48.7 nm and 1.092, and the last row to 48.8 nm, 44.9 nm and 1.087. The ZBL universal potential gives a nuclear stopping 12 to 14% below the Thomas-Fermi form between 10 and 100 keV. With the same electronic loss it leads to $R\approx58$ to 59 nm, $R_p\approx53$ nm and $R/R_p\approx1.10$. The further digits depend on the energy at which the ion is counted as stopped: between 0.01 eV and 20 eV, $R$ moves from 58.8 to 57.9 nm, $R_p$ from 53.3 to 52.8 nm and the ratio from 1.104 to 1.096. Against these values the simple model is 3 to 4% short in $R_p$ rather than 12% long, so the sign of its error in depth is not settled here. Its ratio is too low by 1 to 2.5% in all these comparisons.

The assumption of a random target is reasonable for a pre-amorphised layer thicker than the implanted profile. In crystalline silicon, channelling can carry ions deeper, and its effect is not estimated here. Two other omissions are small. The path remaining at 20 eV, roughly where displacement and binding energies matter, is 0.011 nm in the constant-stopping model. At that energy the Thomas-Fermi form gives a nuclear stopping about ten times weaker, falling further as $E^{1/3}$, which lengthens this path to about 0.15 nm. The ZBL stopping at 20 eV is a further four times weaker, and the remaining path is then about 1 nm, some 2% of $R$. A dose of $10^{14}$ cm⁻², spread evenly over $R_p$, gives an antimony fraction of 0.039%, so the change in target composition is slight. The calculated depth refers to the implanted profile before annealing; diffusion during annealing requires a separate calculation.

The numerical output below lists the main values for the power-law and Thomas-Fermi models.

## Values computed for the example and the checks

```
slope of R/Rp in mu, full cosine (mu=0.001): 0.33333
slope of R/Rp in mu, linear cosine only: 0.49933
series of closed form, q = sqrt(mu): 4*q**6/105 + q**2/3 + 1
mu=0.1: closed form 1.03337, rule 1.03333
mu=0.5: closed form 1.17024, rule 1.16667
mu=1.0: closed form 1.35619, rule 1.33333
ion: Z1=51, M1=121.8 u; target: Z2=14, M2=28.1 u
ion energy: 100 keV
target density: 50 atoms/nm^3
mass ratio mu: 0.2307
largest energy-transfer fraction gamma: 0.6093
largest single deflection: 13.3 deg
Coulomb constant e^2/(4 pi eps0): 1.4400 eV nm
screening length: 0.01059 nm
reduced energy: 0.1931
constant reduced nuclear stopping: 0.327
nuclear stopping power: 1818 eV/nm
mean path length R: 55.00 nm
ratio, rule 1+mu/3: 1.07690
ratio, closed form: 1.07731
ratio, 1+mu/2 (quadratic term dropped): 1.11535
projected range, rule: 51.07 nm
projected range, closed form: 51.05 nm
projected range, quadratic term dropped: 49.31 nm
Monte Carlo ions: 40000
Monte Carlo ratio: 1.0756 +- 0.0003
quadrature ratio with same soft cut-off: 1.0761
Monte Carlo R times S/E, cut-off corrected: 1.0019 +- 0.0018
ions crossing surface plane backwards: 0.000 %
Thomas-Fermi reduced nuclear stopping at 10 keV: 0.251
Thomas-Fermi reduced nuclear stopping at 30 keV: 0.334
Thomas-Fermi reduced nuclear stopping at 100 keV: 0.406
electronic stopping at full energy: 277 eV/nm
electronic/nuclear (power law): 0.152
Thomas-Fermi, nuclear only: R 54.1 nm, Rp 49.2 nm, ratio 1.0987
Thomas-Fermi + electronic: R 49.7 nm, Rp 45.5 nm, ratio 1.0930
largest residual of these solutions: 7.8e-07
continuous slowing-down path, same forces: 51.3 nm
path left at 20 eV: 0.011 nm
dose: 1e+14 cm^-2
Sb fraction, dose spread over Rp: 0.039 %
```
